# Direct ring coupled-cluster doubles, RPA, and the interfragment amplitudes of dispersion

## The result

The direct ring coupled-cluster doubles (drCCD) equation is quadratic and has many solutions. One of them, the unique solution $T$ of spectral norm below one, reproduces the correlation energy of the direct random-phase approximation (RPA without exchange):

$$E_c=\tfrac12{\rm Tr}\,BT=\tfrac12{\rm Tr}(\hbar\Omega-A)=\frac{\hbar}{2\pi}\int_0^\infty d\omega\,{\rm Tr}\left[\ln(1-\chi_0K)+\chi_0K\right].\tag{1}$$

For two non-overlapping fragments coupled by a Coulomb block $W$, the amplitudes $T_{AB}$ that excite one electron on each fragment determine the second-order dispersion energy through a contraction dressed by the monomer amplitudes,

$$E^{(2)}={\rm Tr}\left[W^{T}(1-T_A)^{-1}T^{(1)}_{AB}(1-T_B)^{-1}\right],\tag{2}$$

and the bare term ${\rm Tr}\,W^TT_{AB}$ differs from it by the relaxation of the intrafragment amplitudes.

## Conventions and the amplitude equation

The reference is a closed-shell determinant of real canonical orbitals, occupied $i,j,k,l$ and virtual $a,b,c,d$, and the interaction is the unretarded Coulomb one:

$$(ia|jb)=\frac{e^2}{4\pi\varepsilon_0}\iint\frac{\phi_i\phi_a(\mathbf r_1)\,\phi_j\phi_b(\mathbf r_2)}{r_{12}}\,d^3r_1d^3r_2 .$$

drCCD is defined by keeping, of the CCD equations, the ring terms with their direct integrals. In spin orbitals, with $i$ paired to $a$ and $j$ to $b$,

$$0=(ia|jb)+(\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j)t_{ij}^{ab}+\sum_{kc}(ia|kc)t_{kj}^{cb}+\sum_{kc}t_{ik}^{ac}(kc|jb)+\sum_{kcld}t_{ik}^{ac}(kc|ld)t_{lj}^{db},\tag{3}$$

and $E_c=\frac12\sum(ia|jb)t_{ij}^{ab}$. The integral vanishes unless $i$ and $a$ have the same spin, and does not depend on that spin. On spin-conserving pairs it is therefore the spatial matrix times the $2\times2$ matrix of ones, which equals $2\sigma\sigma^T$ with the singlet vector $\sigma=(1,1)^T/\sqrt2$. Triplet and spin-flip pairs have no source term. The ansatz $t=T\otimes\sigma\sigma^T$, that is $t_{\alpha\alpha}=t_{\alpha\beta}=T/2$, turns (3) into an $n\times n$ equation on spatial pairs $(ia)$, because $\sigma\sigma^T$ is a projector of unit trace. With $\Delta={\rm diag}(\varepsilon_a-\varepsilon_i)$, $K_{ia,jb}=2(ia|jb)$, $A=\Delta+K$ and $B=K$,

$$B+AT+TA+TBT=(1+T)K(1+T)+\Delta T+T\Delta=0,\qquad E_c=\tfrac12{\rm Tr}\,BT.\tag{4}$$

The proof assumes $A-B=\Delta>0$ and $A+B=\Delta+2K>0$. The first is a nonzero gap. The second follows from it for the physical interaction, since $c^TKc$ is twice the Coulomb self-energy integral of the density $\sum c_{ia}\phi_i\phi_a$, so that $K\ge0$. If exchange integrals are kept, $A-B$ is no longer $\Delta$; that theory is not treated here.

## The RPA eigenvectors

Let $\Lambda=\hbar\Omega$ be the diagonal matrix of excitation energies. The RPA problem is

$$H\begin{pmatrix}X\\Y\end{pmatrix}=\begin{pmatrix}X\\Y\end{pmatrix}\Lambda,\qquad H=\begin{pmatrix}A&B\\-B&-A\end{pmatrix}.\tag{5}$$

Adding and subtracting its two rows gives, for $P=X+Y$ and $Q=X-Y$, the pair $\Delta Q=P\Lambda$ and $(\Delta+2K)P=Q\Lambda$. The symmetric matrix $G=\Delta^{1/2}(\Delta+2K)\Delta^{1/2}$ is positive definite, so $G=Z\Lambda^2Z^T$ with orthogonal $Z$ and $\Lambda>0$. Set

$$P=\Delta^{1/2}Z\Lambda^{-1/2},\qquad Q=\Delta^{-1/2}Z\Lambda^{1/2},\qquad P^TQ=1.\tag{6}$$

Then $\Delta Q=\Delta^{1/2}Z\Lambda^{1/2}=P\Lambda$ and $(\Delta+2K)P=\Delta^{-1/2}GZ\Lambda^{-1/2}=\Delta^{-1/2}Z\Lambda^{3/2}=Q\Lambda$, so (6) solves (5). Exchanging $X$ and $Y$ in (5) gives eigenvectors for $-\Lambda$. Sums and differences of the two sets are $(P;P)$ and $(Q;-Q)$, with $P$ and $Q$ invertible, so the $2n$ vectors are independent and $H$ is diagonalizable with spectrum $\pm\Lambda_m$.

Define $M=PP^T=\Delta^{1/2}G^{-1/2}\Delta^{1/2}$, symmetric and positive definite. By (6) $P^T=Q^{-1}$, so $P=MQ$, $X=\frac12(M+1)Q$ and $Y=\frac12(M-1)Q$. Hence $X$ is invertible and

$$T\equiv YX^{-1}=(M-1)(M+1)^{-1},\qquad M=(1+T)(1-T)^{-1},\qquad P=(1+T)X,\quad Q=(1-T)X.\tag{7}$$

$T$ is symmetric, with eigenvalues $(m-1)/(m+1)$ in $(-1,1)$ for $m>0$. If $K\ge0$ then $G+u^2\ge\Delta^2+u^2$, and the inverses obey the opposite inequality (from $C\ge D>0$, $D^{-1/2}CD^{-1/2}\ge1$, whose inverse is $\le1$). The formula $G^{-1/2}=(2/\pi)\int_0^\infty(G+u^2)^{-1}du$, true for each eigenvalue, then gives $G^{-1/2}\le\Delta^{-1}$, so $M\le1$ and $T\le0$.

## Equivalence and uniqueness

For any $n\times n$ matrix $T$, compare

$$H\begin{pmatrix}1\\T\end{pmatrix}=\begin{pmatrix}A+BT\\-B-AT\end{pmatrix}\quad\text{with}\quad\begin{pmatrix}1\\T\end{pmatrix}(A+BT)=\begin{pmatrix}A+BT\\TA+TBT\end{pmatrix}.\tag{8}$$

The two are equal if and only if (4) holds. Multiplying (5) by $X^{-1}$ from the right gives $H(1;T)=(1;T)X\Lambda X^{-1}$ for $T=YX^{-1}$. The upper row reads

$$A+BT=X\Lambda X^{-1},\tag{9}$$

and with it both sides of (8) agree, so $YX^{-1}$ solves (4). The trace of (9) is ${\rm Tr}\,BT={\rm Tr}(\Lambda-A)$, the second equality of (1).

Conversely, by (8) a solution $T$ of (4) spans an $n$-dimensional invariant subspace of $H$, on which $H$ acts as $A+BT$; this matrix is then diagonalizable with eigenvalues taken from $\pm\Lambda_m$. If all are positive, the subspace lies in the $n$-dimensional span of $(X;Y)$ and so equals it: $(1;T)=(X;Y)C$, whence $C=X^{-1}$ and $T=YX^{-1}$. A real solution with $\|T\|<1$ has this property. With $\eta={\rm diag}(1,-1)$, the matrix $\eta H$ has diagonal blocks $A$ and off-diagonal blocks $B$, and is positive definite because sums and differences reduce it to $A\pm B$. For an eigenvector $v=(c;Tc)$ with eigenvalue $\mu$, $0<v^T\eta Hv=\mu\,c^T(1-T^TT)c$, and the last factor is positive, so $\mu>0$.

This solution is also the one connected to perturbation theory. Varying (4) at $T=YX^{-1}$ gives

$$L\,\delta T+\delta T\,L^T=-(1+T)\,\delta K\,(1+T),\qquad L=\Delta+(1+T)K=X^{-T}\Lambda X^T,\tag{10}$$

where $L=A+TB$ is the transpose of (9). The map on the left has eigenvalues $\Lambda_m+\Lambda_n>0$. Under $K\to\gamma K$, (7) is continuous in $\gamma$ and vanishes at $\gamma=0$, where $M=1$; the invertible Jacobian excludes a bifurcation, so the branch continued from $T=0$ is (7).

Other roots are not RPA. Exchanging column $m$ of $X$ with column $m$ of $Y$ replaces $\Lambda_m$ by $-\Lambda_m$. If the new upper block is invertible, (8) gives another solution of (4), and the trace of (9) gives it the energy $E_c-\Lambda_m$; by the argument above its norm is at least one.

## The adiabatic-connection form

Put $u=\hbar\omega$. In the basis of transition densities $\sqrt2\phi_i\phi_a$, the independent-particle density response at imaginary frequency is $\chi_0=-2\Delta/(\Delta^2+u^2)$, the Coulomb kernel is $K$, and the RPA response at coupling $\gamma$ is $\chi_\gamma=(1-\gamma\chi_0K)^{-1}\chi_0$. The adiabatic-connection fluctuation-dissipation (ACFD) energy is $-\frac1{2\pi}\int_0^1d\gamma\int_0^\infty du\,{\rm Tr}(\chi_\gamma-\chi_0)K$. Since $\partial_\gamma\ln\det(1-\gamma\chi_0K)=-{\rm Tr}\chi_\gamma K$, the $\gamma$ integral yields the last member of (1). To evaluate it, write $1-\chi_0K=(\Delta^2+u^2)^{-1}(\Delta^2+u^2+2\Delta K)$ and note $\Delta^{-1/2}(\Delta^2+u^2+2\Delta K)\Delta^{1/2}=G+u^2$, so that

$$\det(1-\chi_0K)=\prod_m\frac{\Lambda_m^2+u^2}{\Delta_m^2+u^2}.\tag{11}$$

The integral $\int_0^\infty\ln[(a^2+u^2)/(b^2+u^2)]du$ vanishes at $a=b$ and has $a$-derivative $\int_0^\infty2a\,du/(a^2+u^2)=\pi$, so it equals $\pi(a-b)$. The same elementary integral gives $\int_0^\infty{\rm Tr}\chi_0K\,du=-\pi{\rm Tr}K$. Dividing the sum by $2\pi$ leaves $\frac12{\rm Tr}(\Lambda-\Delta-K)$, which completes (1).

The full response obeys $-\chi^{-1}=-\chi_0^{-1}+K=\frac12\Delta^{-1/2}(G+u^2)\Delta^{-1/2}$; inverting and using (6),

$$\chi=-P\,\frac{2\Lambda}{\Lambda^2+u^2}\,P^T,\qquad\int_0^\infty\chi\,du=-\pi M.\tag{12}$$

If $K$ depends on a parameter $\lambda$ at fixed $\Delta$, differentiating (1) gives $\frac1{2\pi}\int{\rm Tr}(\chi_0-\chi)K'du$, that is

$$\frac{dE_c}{d\lambda}=\tfrac12{\rm Tr}\,K'(M-1).\tag{13}$$

## Amplitude classes for two fragments

The model takes fragments $A$ and $B$ with zero orbital overlap, and orbitals and orbital energies frozen at their monomer values; electrostatic and induction energies of the mean field lie outside it. A charge-transfer pair, $i$ on one fragment and $a$ on the other, has $\phi_i\phi_a=0$ and a vanishing row of $K$. A matrix $T$ with zero rows and columns there solves (4) and has norm below one, so by uniqueness the charge-transfer amplitudes vanish. On the local pairs,

$$K=\begin{pmatrix}K_A&\lambda W\\\lambda W^T&K_B\end{pmatrix},\qquad W_{ia,jb}=2(ia|jb),\quad ia\in A,\ jb\in B,\tag{14}$$

with $\lambda=1$ physical; for $|\lambda|>1$, $A+B>0$ is an assumption. Conjugation with $\Sigma={\rm diag}(1_A,-1_B)$ sends $\lambda\to-\lambda$ in $K$, and $\Sigma T\Sigma$ solves the transformed equation with the same norm. Uniqueness gives $T(-\lambda)=\Sigma T(\lambda)\Sigma$: $T_{AB}$ is odd in $\lambda$, while $T_{AA}$, $T_{BB}$ and $E_c$ are even.

At first order, (10) is taken at the uncoupled solution $T_A\oplus T_B$, and its $AB$ block is

$$L_AT^{(1)}_{AB}+T^{(1)}_{AB}L_B^T=-(1+T_A)W(1+T_B).\tag{15}$$

Multiply by $X_A^T$ from the left and $X_B$ from the right. By (10), $X_A^TL_A=\Lambda_AX_A^T$ and $L_B^TX_B=X_B\Lambda_B$; by (7), $X_A^T(1+T_A)=P_A^T$ and $(1+T_B)X_B=P_B$. With $\tau=X_A^TT^{(1)}_{AB}X_B$ and $w=P_A^TWP_B$,

$$\tau_{mn}=-\frac{w_{mn}}{\hbar(\Omega^A_m+\Omega^B_n)}.\tag{16}$$

Here $w_{mn}$ is the Coulomb interaction between the RPA transition densities $\sqrt2\sum_{ia}P_{ia,m}\phi_i\phi_a$ of mode $m$ on $A$ and mode $n$ on $B$, and $\tau_{mn}$ is the amplitude for exciting both modes at once.

## The dispersion energy

For (14), $K'$ is off-diagonal and traceless, so (13) becomes $dE_c/d\lambda={\rm Tr}\,W^TM_{AB}$ at any stable $\lambda$. From (7), $M=2(1-T)^{-1}-1$, so $\delta M=2(1-T)^{-1}\delta T(1-T)^{-1}$ and $M_{AB}=2\lambda(1-T_A)^{-1}T^{(1)}_{AB}(1-T_B)^{-1}+O(\lambda^3)$. With $E_c=E_A+E_B+\lambda^2E^{(2)}+O(\lambda^4)$, the derivative is $2\lambda E^{(2)}$; the factors of two cancel and (2) follows. Insert $T^{(1)}_{AB}=X_A^{-T}\tau X_B^{-1}$ and use (7) and (6): $(1-T_A)^{-1}X_A^{-T}=Q_A^{-T}=P_A$ and $X_B^{-1}(1-T_B)^{-1}=Q_B^{-1}=P_B^T$. Then

$$E^{(2)}={\rm Tr}\,W^TP_A\tau P_B^T={\rm Tr}\,w^T\tau=-\sum_{mn}\frac{w_{mn}^2}{\hbar(\Omega^A_m+\Omega^B_n)}.\tag{17}$$

The ACFD form gives the same energy and its higher orders. Factor $1-\chi_0K=(-\chi_0)(-\chi_0^{-1}+K)$. At $\lambda=1$ the second factor has diagonal blocks $-\chi_A^{-1}$, $-\chi_B^{-1}$ and off-diagonal block $W$, so its determinant is $\det(-\chi_B^{-1})\det(-\chi_A^{-1}+W\chi_BW^T)=\det(-\chi_B^{-1})\det(-\chi_A^{-1})\det(1-\chi_AW\chi_BW^T)$. Because $\chi_0$ is diagonal, ${\rm Tr}\chi_0K$ contains no $W$. Subtracting the monomers,

$$E_{\rm int}=\frac{\hbar}{2\pi}\int_0^\infty d\omega\,\ln\det(1-N),\qquad N=\chi_AW\chi_BW^T,\tag{18}$$

to all orders in $W$ within the model. $N$ is a product of a positive definite and a positive semidefinite matrix, and positivity of the block matrix keeps its eigenvalues in $[0,1)$. The series $\ln\det(1-N)=-{\rm Tr}N-\frac12{\rm Tr}N^2-\dots$ therefore converges with no positive term:

$$E^{(2)}=-\frac{\hbar}{2\pi}\int_0^\infty{\rm Tr}N\,d\omega,\qquad E^{(4)}=-\frac{\hbar}{4\pi}\int_0^\infty{\rm Tr}N^2d\omega.\tag{19}$$

By (12), ${\rm Tr}N=\sum w_{mn}^2\,4ab/[(a^2+u^2)(b^2+u^2)]$ with $a=\Lambda^A_m$, $b=\Lambda^B_n$. Partial fractions give $\int_0^\infty du/[(a^2+u^2)(b^2+u^2)]=\frac\pi2(1/a-1/b)/(b^2-a^2)=\pi/[2ab(a+b)]$, and the Casimir–Polder term in (19) equals (17). When an eigenvalue of $N$ reaches one at $\omega=0$, $A+B$ becomes singular and the equivalence proof no longer applies.

## Why the bare term is not the dispersion energy

Splitting $\frac12{\rm Tr}KT$ into blocks at $\lambda=1$,

$$E_{\rm int}={\rm Tr}\,W^TT_{AB}+\tfrac12{\rm Tr}\,K_A\delta T_A+\tfrac12{\rm Tr}\,K_B\delta T_B,\qquad\delta T_A=T_{AA}-T_A.\tag{20}$$

The second-order terms in the $AA$ block of $(1+T)K(1+T)+\Delta T+T\Delta$ are those linear in $\delta T_A$, those with one $W$ and one $T^{(1)}_{AB}$, and the one with $K_B$ between two interfragment amplitudes:

$$L_A\delta T_A+\delta T_AL_A^T=-\left[(1+T_A)WT^{(1)}_{BA}+T^{(1)}_{AB}W^T(1+T_A)+T^{(1)}_{AB}K_BT^{(1)}_{BA}\right].\tag{21}$$

So $\delta T_A$ is of order $W^2$ and is contracted with $K_A$, of order $W^0$: all three terms of (20) are of the same order. The relaxation is driven by $T_{AB}$, and (2) sums its energy in closed form. For one pair per fragment, (2) gives bare$/E^{(2)}=(1-T_A)(1-T_B)$, and $M=\Delta/\Lambda$ in (7) gives $1-T=2\Lambda/(\Delta+\Lambda)$, at least one for $K\ge0$; the relaxation energy is then non-negative. No sign is proved here for many pairs. If $K_A=K_B=0$, then $T_A=T_B=0$, the relaxation carries no energy, and (17) becomes the uncoupled sum $-\sum W_{ia,jb}^2/(\Delta_{ia}+\Delta_{jb})$.

## Dipole limit

Place $B$ at distance $R$ along $z$ and expand $1/r_{12}$ in coordinates relative to the two centres. Terms that depend on one electron alone vanish because $\int\phi_i\phi_a=0$. The leading survivor is $\mathbf r_A\cdot\Theta\,\mathbf r_B/R^3$ with $\Theta={\rm diag}(1,1,-2)$, so $W=2e^2d_A\Theta d_B^T/(4\pi\varepsilon_0R^3)$ with the $n\times3$ matrices $d_{ia}=\langle i|\mathbf r|a\rangle$. By (15) and (21), $T_{AB}\propto R^{-3}$ and $\delta T_A\propto R^{-6}$ at leading order. The polarizability tensor is $-2e^2d^T\chi d$, each $\sqrt2$ coming from a transition density, and is $\alpha$ times the unit tensor for a spherical fragment. Then ${\rm Tr}N=\alpha_A\alpha_B{\rm Tr}\Theta^2/(4\pi\varepsilon_0R^3)^2$ with ${\rm Tr}\Theta^2=6$, and (19) gives

$$E^{(2)}\to-\frac{C_6}{R^6},\qquad C_6=\frac{3\hbar}{\pi(4\pi\varepsilon_0)^2}\int_0^\infty\alpha_A(i\omega)\alpha_B(i\omega)\,d\omega.\tag{22}$$

## Worked example: Be and Mg at 1.2 nm

The level is direct RPA on RHF/cc-pVDZ orbitals with all electrons correlated, 24 pairs on Be ($A$) and 72 on Mg ($B$). The values characterize this level of theory and are not benchmarks. The numerical check tests the three members of (1) against each other, the spin-orbital form (3) against (4), and (18) against the iterated amplitudes, also with $W$ scaled by 30.

The three routes give $E_c=-1.80332035\times10^{-19}$ J for Be, $-1.66185052\times10^{-19}$ J for Mg and $-3.46524140\times10^{-19}$ J for the coupled pair. The lowest eigenvalues of $T$ are $-0.133$ and $-0.130$. Flipping the Be mode at $1.960347\times10^{-18}$ J gives a root with energy $(-0.180332-1.960347)\times10^{-18}=-2.140679\times10^{-18}$ J and norm 11.09.

The lowest singlet mode of each atom is threefold, at $1.960347\times10^{-18}$ J (Be) and $1.537979\times10^{-18}$ J (Mg), sum $3.498326\times10^{-18}$ J. The transition dipoles $\mu=\sqrt2e|d^TP_m|$ are $1.776709\times10^{-29}$ and $2.063010\times10^{-29}$ C m, product $3.66537\times10^{-58}$ C$^2$ m$^2$. Division by $4\pi\varepsilon_0R^3$ with $R^3=1.728\times10^{-27}$ m$^3$ gives $w_\pi=1.906406\times10^{-21}$ J. The singular values of the $3\times3$ block of $w$ stand as 2:1:1, the pattern of $\Theta$, the largest being $3.812813\times10^{-21}$ J. Equation (16) gives $|\tau_\pi|=1.906406\times10^{-21}/3.498326\times10^{-18}=5.449\times10^{-4}$ and $|\tau_\sigma|=1.090\times10^{-3}$. The block contributes $-6w_\pi^2/(3.498326\times10^{-18}\,{\rm J})=-6.2334\times10^{-24}$ J, a share of 0.884 of $E^{(2)}=-7.053504\times10^{-24}$ J.

Adding $E^{(4)}=-3.45\times10^{-29}$ J reproduces $E_{\rm int}=-7.05354\times10^{-24}$ J $=-1.61788\times10^{-6}\,E_{\rm h}$. The partition (20) reads $(-8.555852+0.746207+0.756107)\times10^{-24}=-7.053538\times10^{-24}$ J. The bare term is 1.213 times $E_{\rm int}$, and both relaxation terms are positive. The one-pair formula, evaluated with the lowest gaps $1.601323\times10^{-18}$ and $1.298468\times10^{-18}$ J, gives $1.1008\times1.0844=1.194$, 1.6 % below 1.213; it is an estimate, since the atoms have many pairs. The uncoupled sum, $-1.3297\times10^{-23}$ J, is 1.89 times $E^{(2)}$.

Equation (22) gives $C_6=2.048\times10^{-77}$ J m$^6$ $=213.9\,E_{\rm h}a_0^6$, in agreement with (2) extrapolated from 5 and 10 nm, between which the norm of $T^{(1)}_{AB}$ falls by 8.003. The bare contraction extrapolates to $2.488\times10^{-77}$ J m$^6$ and the uncoupled response gives $3.883\times10^{-77}$ J m$^6$. At 1.2 nm, $-C_6/R^6=-6.858\times10^{-24}$ J is 2.8 % smaller in magnitude than $E^{(2)}$, which uses the full $W$ with its higher multipoles.

A supermolecular RHF and drCCD calculation with all 192 pairs probes the zero-overlap assumption. Its interaction correlation energy is $-7.0534\times10^{-24}$ J against $-7.0535\times10^{-24}$ J for the model at 1.2 nm, and both are $-1.8304\times10^{-24}$ J at 1.5 nm. The monomer energies are taken in the monomer basis, without counterpoise correction, so the last-digit difference at 1.2 nm contains basis-set superposition error and is not a measure of overlap. Reading the classes requires localized orbitals. Under orthogonal rotations among occupied and among virtual orbitals, $K$, $\Delta$ and $T$ all transform as $U^T(\cdot)U$, so (4) keeps its form and $E_c$ is unchanged, while the assignment of amplitudes to classes changes. The same freedom includes rotations within degenerate $p$ and $d$ shells, so the largest matrix elements quoted below hold for the orbital orientation of this run and change by tens of percent with another. At 1.2 nm the largest charge-transfer amplitude is $2.31\times10^{-4}$ in canonical dimer orbitals, a sizeable fraction of the largest interfragment amplitude $9.847\times10^{-4}$, but $2.47\times10^{-6}$, about two orders of magnitude less, after rotation onto the monomer orbitals. Both numbers come from the same solution $T$, so the rotation alone accounts for the difference. From 1.2 to 1.5 nm the largest basis-function overlap falls from $8.08\times10^{-5}$ to $1.09\times10^{-7}$ and the localized charge-transfer amplitude to $4.77\times10^{-9}$, a factor of roughly 500, while the interfragment amplitude, at the same orientation of the monomer orbitals, falls to $5.041\times10^{-4}$, a factor of 1.95, equal to $(1.5/1.2)^3$.

## Calculated quantities

```
Be(A)...Mg(B), dRPA on RHF/cc-pVDZ, all electrons
R = 1.200e-09 m
excitations nA = 24, nB = 72, supermolecule = 192
E_c Be drCCD = -1.803320352e-19 J
E_c Be plasmon = -1.803320352e-19 J
E_c Be ACFD = -1.803320352e-19 J
E_c Mg drCCD = -1.661850517e-19 J
E_c Mg plasmon = -1.661850517e-19 J
E_c Mg ACFD = -1.661850517e-19 J
E_c dimer drCCD = -3.465241405e-19 J
E_c dimer plasmon = -3.465241404e-19 J
E_c dimer ACFD = -3.465241405e-19 J
E_c Be spin-orbital drCCD = -1.803320352e-19 J
lowest eigenvalue of T, Be = -0.13326 
lowest eigenvalue of T, Mg = -0.13036 
flipped mode hbar*Omega, Be = 1.960347e-18 J
spurious root energy, Be = -2.140679e-18 J
spurious root norm of T = 11.0880 
lowest gap Delta, Be = 1.601323e-18 J
lowest gap Delta, Mg = 1.298468e-18 J
lowest hbar*Omega, Be = 1.960347e-18 J
lowest hbar*Omega, Mg = 1.537979e-18 J
mu P mode, Be = 1.776709e-29 C m
mu P mode, Mg = 2.063010e-29 C m
w_pi = mu mu/(4 pi eps0 R^3) = 1.906406e-21 J
w_sigma (largest singular value) = 3.812813e-21 J
|tau_sigma| = 1.08990e-03 
|tau_pi| = 5.44948e-04 
E2 from PxP block = -6.233357e-24 J
share of PxP block in E2 = 0.8837 
E_int drCCD = -7.053538e-24 J
E_int drCCD (converted) = -1.617879e-06 Eh
E_int log det = -7.053538e-24 J
E2 dressed amplitudes = -7.053504e-24 J
E2 Casimir-Polder = -7.053504e-24 J
E4 = -3.4542e-29 J
bare Tr(W^T TAB) = -8.555852e-24 J
relaxation A = 7.46207e-25 J
relaxation B = 7.56107e-25 J
bare / E_int = 1.2130 
E2 uncoupled = -1.329688e-23 J
alpha(0) Be = 3.25141e-40 C^2 m^2/J
alpha(0) Mg = 5.89431e-40 C^2 m^2/J
C6 polarizabilities = 2.04767e-77 J m^6
C6 (converted) = 213.891 Eh a0^6
C6 extrapolated (5, 10 nm) = 2.04767e-77 J m^6
C6 bare contraction = 2.48788e-77 J m^6
C6 uncoupled = 3.88273e-77 J m^6
-C6/R^6 = -6.85761e-24 J
|TAB(5 nm)|/|TAB(10 nm)| = 8.0031 
supermolecule R = 1.20e-09 m: max AO overlap = 8.08e-05, max|T_AB| = 9.847e-04
  E_int super = -7.0534e-24 J, model = -7.0535e-24 J
  bare term super = -8.5559e-24 J, model = -8.5558e-24 J
  max|T_CT| localized = 2.47e-06, canonical = 2.31e-04
supermolecule R = 1.50e-09 m: max AO overlap = 1.09e-07, max|T_AB| = 5.041e-04
  E_int super = -1.8304e-24 J, model = -1.8304e-24 J
  bare term super = -2.2215e-24 J, model = -2.2215e-24 J
  max|T_CT| localized = 4.77e-09, canonical = 5.28e-07
```
